# Ring-polymer isomorphism and the P-bead harmonic oscillator: a numerical check

```python
"""
Result under test: the P-factor symmetric splitting of Tr exp(-beta H)
equals the classical partition function of a ring of P beads at inverse
temperature beta/P.  For a harmonic oscillator it is
    Z_P = 1 / (2 sinh(P arcsinh(a/(2P)))),   a = beta*hbar*omega,
and ln(Z_P/Z) = a^3 coth(a/2)/(48 P^2) + O(1/P^4) at fixed a.
Symbols: beta = 1/(k_B T), eps = beta/P, m = mass, omega = frequency,
Z = exact partition function.  Atomic units inside (hbar = 1).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

# ---------- operator side: momentum states on a periodic grid, m = 1 ----------
N_GRID, BOX = 121, 20.0
x_grid = (np.arange(N_GRID) - N_GRID // 2) * BOX / N_GRID
k_grid = 2 * np.pi * (np.arange(N_GRID) - N_GRID // 2) / BOX
waves = np.exp(1j * np.outer(k_grid, x_grid)) / np.sqrt(N_GRID)


def kinetic_function(values):
    """Position matrix of a function of momentum given on k_grid."""
    return np.real(waves.conj().T @ (values[:, None] * waves))


def split_trace(potential, beta, beads):
    """Trace of the split product, and the mean of x^2 in it."""
    eps = beta / beads
    half = np.exp(-0.5 * eps * potential(x_grid))
    free = kinetic_function(np.exp(-0.5 * eps * k_grid**2))
    product = np.linalg.matrix_power(half[:, None] * free * half, beads)
    diagonal = np.diag(product)
    return diagonal.sum(), (diagonal * x_grid**2).sum() / diagonal.sum()


def anharmonic(x):
    return 0.5 * x**2 + 0.2 * x**3 + 0.3 * x**4


# ---------- classical side: explicit phase-space integral of three beads ----------
beta_red = 2.0
eps3 = beta_red / 3
q = np.linspace(-5, 5, 81)
dq = q[1] - q[0]
x1, x2, x3 = np.meshgrid(q, q, q, indexing="ij")
spring3 = 1 / eps3**2
ring_energy = (0.5 * spring3 * ((x1 - x2)**2 + (x2 - x3)**2 + (x3 - x1)**2)
               + anharmonic(x1) + anharmonic(x2) + anharmonic(x3))
weight = np.exp(-eps3 * ring_energy)
p = np.linspace(-15, 15, 601)
momentum_factor = np.exp(-0.5 * eps3 * p**2).sum() * (p[1] - p[0]) / (2 * np.pi)
z3_ring = momentum_factor**3 * weight.sum() * dq**3
x2_ring = (weight * (x1**2 + x2**2 + x3**2) / 3).sum() / weight.sum()
z3_trace, x2_trace = split_trace(anharmonic, beta_red, 3)
assert abs(z3_ring / z3_trace - 1) < 1e-8
assert abs(x2_ring / x2_trace - 1) < 1e-8

# ---------- order of the splitting error for the anharmonic well ----------
hamiltonian = kinetic_function(0.5 * k_grid**2) + np.diag(anharmonic(x_grid))
z_anharmonic = np.exp(-beta_red * np.linalg.eigvalsh(hamiltonian)).sum()
split_error = {P: np.log(split_trace(anharmonic, beta_red, P)[0] / z_anharmonic)
               for P in (32, 64)}
error_ratio = split_error[32] / split_error[64]
assert abs(error_ratio - 4) < 0.1


# ---------- derived oscillator formulas ----------
def closed_z(a, beads):
    return 1 / (2 * np.sinh(beads * np.arcsinh(a / (2 * beads))))


def closed_energy(omega, beta, beads):
    y = beta * omega / (2 * beads)
    return 0.5 * omega / np.tanh(beads * np.arcsinh(y)) / np.sqrt(1 + y * y)


# ---------- independent ring route: force-constant matrix ----------
def ring_matrix(mass, omega, beta, beads):
    matrix = mass * omega**2 * np.eye(beads)
    spring = mass * (beads / beta)**2
    for j in range(beads):
        n = (j + 1) % beads
        matrix[j, j] += spring
        matrix[n, n] += spring
        matrix[j, n] -= spring
        matrix[n, j] -= spring
    return matrix


def ring_log_z(mass, omega, beta, beads):
    """Kinetic prefactors times the Gaussian integral over all beads."""
    eps = beta / beads
    sign, logdet = np.linalg.slogdet(ring_matrix(mass, omega, beta, beads))
    assert sign > 0
    return (0.5 * beads * np.log(mass / (2 * np.pi * eps))
            + 0.5 * beads * np.log(2 * np.pi / eps) - 0.5 * logdet)


def ring_energy_fd(mass, omega, beta, beads):
    h = 1e-4 * beta
    return -(ring_log_z(mass, omega, beta + h, beads)
             - ring_log_z(mass, omega, beta - h, beads)) / (2 * h)


# ---------- model parameters ----------
quantum_ev, thermal_ev, mass = 0.2, 0.025, 2000.0
omega = quantum_ev / HARTREE_EV
beta = HARTREE_EV / thermal_ev
a = beta * omega

for P in (1, 2, 5):
    trace = split_trace(lambda x: 0.5 * x**2, 3.0, P)[0]
    assert abs(trace / closed_z(3.0, P) - 1) < 1e-8

for P in (1, 2, 3, 4, 7, 16, 64):
    matrix = ring_matrix(mass, omega, beta, P)
    modes = np.sort(omega**2 + 4 * (P / beta)**2
                    * np.sin(np.pi * np.arange(P) / P)**2)
    assert np.allclose(np.linalg.eigvalsh(matrix) / mass, modes,
                       rtol=1e-9, atol=0)
    assert abs(ring_log_z(mass, omega, beta, P) - np.log(closed_z(a, P))) < 1e-9
    energy = closed_energy(omega, beta, P)
    assert abs(ring_energy_fd(mass, omega, beta, P) / energy - 1) < 1e-6
    variance = np.linalg.inv(matrix)[0, 0] * P / beta
    assert abs(variance / (energy / (mass * omega**2)) - 1) < 1e-9

# exact oscillator from its levels
levels = omega * (np.arange(400) + 0.5)
boltzmann = np.exp(-beta * levels)
z_exact = boltzmann.sum()
e_exact = (levels * boltzmann).sum() / z_exact
assert abs(z_exact * 2 * np.sinh(a / 2) - 1) < 1e-12

# bounds valid for every P, and the sign of the error
for a_test in (0.5, 2.0, 8.0, 30.0):
    for P in (1, 2, 5, 20):
        gap = a_test / 2 - P * np.arcsinh(a_test / (2 * P))
        assert 0 < gap < a_test**3 / (48 * P**2)
        assert closed_z(a_test, P) > 1 / (2 * np.sinh(a_test / 2))

# leading error coefficient in high precision
mp.mp.dps = 40
for a_test in (0.5, 2, 8):
    am, P = mp.mpf(a_test), 2000
    log_ratio = mp.log(mp.sinh(am / 2) / mp.sinh(P * mp.asinh(am / (2 * P))))
    assert abs(log_ratio * P**2 / (am**3 * mp.coth(am / 2) / 48) - 1) < 1e-5

# energy (and with it the variance) also converges as 1/P^2
energy_ratio = ((closed_energy(omega, beta, 128) - e_exact)
                / (closed_energy(omega, beta, 256) - e_exact))
assert abs(energy_ratio - 4) < 0.05

# cold limit at fixed P: energy falls to P k_B T
cold_beta = 1e4 / omega
cold_ratio = ring_energy_fd(mass, omega, cold_beta, 4) * cold_beta / 4
assert abs(cold_ratio - 1) < 1e-5

# ---------- worked example ----------
f_exact = -thermal_ev * np.log(z_exact)


def free_energy(beads):
    return -thermal_ev * np.log(closed_z(a, beads))


def leading_error(beads):
    return -thermal_ev * a**3 / np.tanh(a / 2) / (48 * beads**2)


def rms_angstrom(energy):
    return np.sqrt(energy / (mass * omega**2)) * BOHR_ANG


target_ev = 0.001
needed = next(P for P in range(1, 1000)
              if abs(free_energy(P) - f_exact) < target_ev)
estimate = np.sqrt(abs(leading_error(1)) / target_ev)

print("Anharmonic well x^2/2 + 0.2 x^3 + 0.3 x^4, reduced units (hbar=m=1)")
print(f"inverse temperature (reduced): {beta_red:.1f}")
print(f"Z_3 from operator trace: {z3_trace:.10f}")
print(f"Z_3 from ring integral:  {z3_ring:.10f}")
print(f"<x^2>, P=3, trace (reduced): {x2_trace:.8f}")
print(f"<x^2>, P=3, ring  (reduced): {x2_ring:.8f}")
print(f"Z from diagonalized H:   {z_anharmonic:.10f}")
for P in (32, 64):
    print(f"ln(Z_P/Z) at P={P}: {split_error[P]:.4e}")
print(f"ratio of these two errors: {error_ratio:.4f}")
print("Model oscillator")
print(f"hbar*omega: {quantum_ev:.3f} eV")
print(f"k_B*T: {thermal_ev:.3f} eV")
print(f"mass: {mass:.0f} electron masses")
print(f"a = beta*hbar*omega: {a:.4f}")
print(f"exact Z: {z_exact:.8f}")
print(f"exact free energy F: {f_exact:.6f} eV = {f_exact/HARTREE_EV:.7f} hartree")
print(f"exact energy E: {e_exact*HARTREE_EV:.6f} eV")
print(f"exact rms displacement: {rms_angstrom(e_exact):.6f} angstrom")
print("P | Z_P | F_P (eV) | E_P (eV) | rms x (angstrom)")
bead_list = (1, 2, 4, 8, 16, 32, 64)
for P in bead_list:
    e_p = closed_energy(omega, beta, P)
    print(f"{P:2d} | {closed_z(a, P):.8f} | {free_energy(P):.6f} | "
          f"{e_p*HARTREE_EV:.6f} | {rms_angstrom(e_p):.6f}")
print("P | F_P - F (eV) | leading term (eV)")
for P in bead_list:
    print(f"{P:2d} | {free_energy(P)-f_exact:.7f} | {leading_error(P):.7f}")
print(f"free-energy error target: {target_ev:.3f} eV")
print(f"smallest P meeting it: {needed}")
print(f"P estimated from leading term: {estimate:.2f}")
P = 32
u = np.arcsinh(a / (2 * P))
to_ev_ang2 = HARTREE_EV / BOHR_ANG**2
top_mode = np.sqrt(np.linalg.eigvalsh(ring_matrix(mass, omega, beta, P))[-1] / mass)
print("Details at P = 32")
print(f"a/(2P): {a/(2*P):.6f}")
print(f"u = arcsinh(a/(2P)): {u:.8f}")
print(f"P*u: {P*u:.6f}   (a/2: {a/2:.6f})")
print(f"hbar*omega_P: {P*thermal_ev:.4f} eV")
print(f"external force constant: {mass*omega**2*to_ev_ang2:.4f} eV/angstrom^2")
print(f"bead spring constant: {mass*(P/beta)**2*to_ev_ang2:.4f} eV/angstrom^2")
print(f"highest ring mode hbar*omega_k: {top_mode*HARTREE_EV:.4f} eV")
print(f"energy error ratio, P=128 to 256: {energy_ratio:.4f}")
print(f"cold limit a=10000, P=4: E_P/(P k_B T) = {cold_ratio:.6f}")
print("PASS")
```

It prints:

```
Anharmonic well x^2/2 + 0.2 x^3 + 0.3 x^4, reduced units (hbar=m=1)
inverse temperature (reduced): 2.0
Z_3 from operator trace: 0.3219750879
Z_3 from ring integral:  0.3219750879
<x^2>, P=3, trace (reduced): 0.36782800
<x^2>, P=3, ring  (reduced): 0.36782800
Z from diagonalized H:   0.3015553740
ln(Z_P/Z) at P=32: 6.9303e-04
ln(Z_P/Z) at P=64: 1.7355e-04
ratio of these two errors: 3.9932
Model oscillator
hbar*omega: 0.200 eV
k_B*T: 0.025 eV
mass: 2000 electron masses
a = beta*hbar*omega: 8.0000
exact Z: 0.01832179
exact free energy F: 0.099992 eV = 0.0036746 hartree
exact energy E: 0.100067 eV
exact rms displacement: 0.097629 angstrom
P | Z_P | F_P (eV) | E_P (eV) | rms x (angstrom)
 1 | 0.12500000 | 0.051986 | 0.025000 | 0.048798
 2 | 0.05590170 | 0.072104 | 0.045000 | 0.065469
 4 | 0.02946278 | 0.088116 | 0.070833 | 0.082139
 8 | 0.02129589 | 0.096231 | 0.089524 | 0.092342
16 | 0.01908029 | 0.098977 | 0.097085 | 0.096163
32 | 0.01851242 | 0.099733 | 0.099296 | 0.097252
64 | 0.01836951 | 0.099927 | 0.099873 | 0.097534
P | F_P - F (eV) | leading term (eV)
 1 | -0.0480056 | -0.2668456
 2 | -0.0278876 | -0.0667114
 4 | -0.0118759 | -0.0166779
 8 | -0.0037606 | -0.0041695
16 | -0.0010141 | -0.0010424
32 | -0.0002588 | -0.0002606
64 | -0.0000650 | -0.0000651
free-energy error target: 0.001 eV
smallest P meeting it: 17
P estimated from leading term: 16.34
Details at P = 32
a/(2P): 0.125000
u = arcsinh(a/(2P)): 0.12467675
P*u: 3.989656   (a/2: 4.000000)
hbar*omega_P: 0.8000 eV
external force constant: 10.4987 eV/angstrom^2
bead spring constant: 167.9798 eV/angstrom^2
highest ring mode hbar*omega_k: 1.6125 eV
energy error ratio, P=128 to 256: 3.9978
cold limit a=10000, P=4: E_P/(P k_B T) = 1.000000
PASS
```
